# First and second strain derivatives of the separable nonlocal pseudopotential energy, part 2

The aim is the strain derivatives of the nonlocal pseudopotential energy in plane waves, in Hartree atomic units. Lattice vectors $\mathbf a_i$ are the columns of $R$, reciprocal vectors those of $Q$, with $R^TQ=2\pi\,1$ and $\Upsilon=Q^TQ$. The cell volume is $\Omega$, unstrained $\Omega_0$. Atom $\kappa$ is at $\boldsymbol\tau_\kappa=R\tilde\tau_\kappa$; wavevectors are $\mathbf K=Q\tilde K$, with $q=|\mathbf K|$. A state $\psi$ has coefficients $\psi_K$ on plane waves orthonormal at every strain. Rigid projectors $\chi_{lm}=\beta_l(\rho)Y_{lm}(\hat{\boldsymbol\rho})$, with $\boldsymbol\rho$ measured from the atom, carry energies $e_l$ in $V_{\rm NL}=\sum_lV_l$; $E_l=\langle\psi|V_l|\psi\rangle$.
$$\langle\mathbf K|\chi^\kappa_{lm}\rangle=\frac{1}{\sqrt\Omega}\int e^{-i\mathbf K\cdot\mathbf r}\chi^\kappa_{lm}\,d^3r=\frac{4\pi(-i)^l}{\sqrt\Omega}f_l(q)\,Y_{lm}(\hat{\mathbf K})\,e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa},\qquad f_l(q)=\int_0^\infty r^2\beta_l(r)\,j_l(qr)\,dr .\tag{1}$$

The cell deforms by $R\to FR$, $F=1+\eta$, $\eta=sA+tB$, with $A,B$ symmetric. Superscripts $A$, $AB$ (or $D_A$, $D_AD_B$) mean $\partial_s$, $\partial_s\partial_t$ at zero strain; frozen derivatives fix $\tilde\tau_\kappa$, $\tilde K$, the plane-wave set and $\psi_K$. Directions $xx$, $yz$, etc. are $E^{\alpha\beta}=\tfrac12(\mathbf e_\alpha\mathbf e_\beta^T+\mathbf e_\beta\mathbf e_\alpha^T)$; derivatives along them over $\Omega_0$ are stresses and Voigt components.

With $a=\mathbf K'\cdot\mathbf K'$, $b=\mathbf K'\cdot\mathbf K$, $c=\mathbf K\cdot\mathbf K$ (any: $u$), $v=\Omega_0/\Omega$, $p_l=q'^lq^lP_l(\hat{\mathbf K}'\cdot\hat{\mathbf K})$ ($p_0=1$, $p_1=b$) and $g_l(s)=f_l(q)/q^l$, $s=q^2$:
$$\langle\mathbf K'|V_l|\mathbf K\rangle=\mathcal N_l\;g_l(a)\,g_l(c)\,\pi_l\sum_\kappa e^{-2\pi i(\tilde K'-\tilde K)\cdot\tilde\tau_\kappa},\qquad \mathcal N_l=e_l\frac{4\pi(2l+1)}{\Omega_0},\qquad \pi_l=\frac{\Omega_0}{\Omega}\,p_l .\tag{4}$$
$$g_l^{(n)}(s)=\left(-\tfrac12\right)^n\int_0^\infty r^{2+n}\beta_l(r)\,\frac{j_{l+n}(qr)}{q^{\,l+n}}\,dr,\qquad g^{(n)}_l(0)=\frac{(-\tfrac12)^n}{(2l+2n+1)!!}\int_0^\infty r^{2+l+2n}\beta_l\,dr .\tag{5}$$
$$\Upsilon(F)=Q^TF^{-1}F^{-T}Q=Q^T(F^TF)^{-1}Q .\tag{8}$$
$$\Upsilon^A=-2\,Q^TAQ,\qquad \Upsilon^{AB}=3\,Q^T(AB+BA)Q .\tag{9}$$
$$v^A=-\mathrm{tr}A,\qquad v^{AB}=\mathrm{tr}A\,\mathrm{tr}B+\mathrm{tr}AB .\tag{10}$$
$$\pi^A=p^A-\mathrm{tr}A\;p,\qquad \pi^{AB}=p^{AB}-\mathrm{tr}A\;p^B-\mathrm{tr}B\;p^A+(\mathrm{tr}A\,\mathrm{tr}B+\mathrm{tr}AB)\,p .\tag{12}$$
For $A=1$, $\pi^A=-(2l+3)p$. The strain-dependent factor $W=g(a)g(c)\pi$ gives
$$W^A=g(a)g(c)\,\pi^A+g'(a)g(c)\,a^A\pi+g(a)g'(c)\,c^A\pi .\tag{13}$$
Label terms by $(n'n)$, the derivative orders of $g$ on bra and ket. The first-order polynomials are $\pi^A$, $a^Ap$, $c^Ap$ for (00), (10), (01); the second-order ones are
$$\begin{aligned}(00):&\ \ \pi^{AB}\\ (10):&\ \ a^A\pi^B+a^B\pi^A+a^{AB}p\\ (01):&\ \ c^A\pi^B+c^B\pi^A+c^{AB}p\\ (20):&\ \ a^Aa^B\,p\\ (02):&\ \ c^Ac^B\,p\\ (11):&\ \ (a^Ac^B+a^Bc^A)\,p\end{aligned}\tag{16}$$
Their coefficient matrices in the monomials $\tilde K^\mu$ are $C_A^{(n'n)}$ and $C_{AB}^{(n'n)}$; that of $p_l$ is $C$, of rank $2l+1$. With
$$T^{(n)}_{\kappa\mu}=\sum_K\psi_K\,e^{2\pi i\tilde K\cdot\tilde\tau_\kappa}\,g_l^{(n)}(\tilde K^T\Upsilon\tilde K)\,\tilde K^\mu,\qquad \mu_1+\mu_2+\mu_3=l+2n .\tag{6}$$
and $T^{(n)}_\kappa=\Phi^{(n)}_\kappa\psi$, the results are
$$D_AE_l=\mathcal N_l\sum_\kappa\left[T_\kappa^{(0)\dagger}C_A^{(00)}T_\kappa^{(0)}+T_\kappa^{(1)\dagger}C_A^{(10)}T_\kappa^{(0)}+T_\kappa^{(0)\dagger}C_A^{(01)}T_\kappa^{(1)}\right].\tag{14}$$
$$V_l^A=\mathcal N_l\sum_\kappa\sum_{n'n}\Phi^{(n')\dagger}_\kappa\,C_A^{(n'n)}\,\Phi_\kappa^{(n)} .\tag{15}$$
$$D_AD_BE_l=\mathcal N_l\sum_\kappa\ \sum_{n'+n\le2}T_\kappa^{(n')\dagger}\,C_{AB}^{(n'n)}\,T_\kappa^{(n)} .\tag{17}$$

## Strain and atomic displacement

Internal relaxation under strain needs the mixed derivative with respect to strain and a reduced coordinate $\tilde\tau_{\kappa j}$. The matrices $C$ do not contain $\tilde\tau$, and $T_\kappa^{(n)}$ contains it only in the phase, so $\partial T^{(n)}_\kappa/\partial\tilde\tau_{\kappa j}=T^{(n)}_{\kappa,j}$, which is (6) with $\psi_K$ replaced by $2\pi i\tilde K_j\psi_K$. The product rule on (14) gives
$$D_A\frac{\partial E_l}{\partial\tilde\tau_{\kappa j}}=\mathcal N_l\sum_{n'n}\left[T^{(n')\dagger}_{\kappa,j}C_A^{(n'n)}T^{(n)}_\kappa+T^{(n')\dagger}_\kappa C_A^{(n'n)}T^{(n)}_{\kappa,j}\right].\tag{18}$$
The relation to the Cartesian gradient needs one more term. From $\boldsymbol\tau=FR\tilde\tau$, $\partial E/\partial\tilde\tau_j=(F\mathbf a_j)\cdot\nabla_{\boldsymbol\tau}E$, so $D_A\,\partial E/\partial\tilde\tau_j=\mathbf a_j\cdot D_A\nabla E+(A\mathbf a_j)\cdot\nabla E$. The last term vanishes in the total energy at equilibrium positions but not in the nonlocal part alone.

## Dependence on the strain measure

By (8) the energy depends on $F$ only through $F^TF=1+2\varepsilon$, which defines the Lagrangian strain $\varepsilon=\eta+\tfrac12\eta^2$ for symmetric $\eta$. Write $E(\eta)=\bar E(\varepsilon(\eta))$. Along $\eta=sA+tB$,
$$\varepsilon=sA+tB+\tfrac12\left[s^2A^2+st(AB+BA)+t^2B^2\right],$$
so $\partial_s\varepsilon=A$, $\partial_t\varepsilon=B$ and $\partial_s\partial_t\varepsilon=\tfrac12(AB+BA)$ at the origin. First derivatives coincide, and the chain rule gives for the second
$$E^{AB}=\bar E^{AB}+D_{(AB+BA)/2}E .\tag{19}$$
The same shift appears in the ingredients. From $(1+2\varepsilon)^{-1}=1-2\varepsilon+4\varepsilon^2$, the 3 in (9) becomes 4. From $v=\det(1+2\varepsilon)^{-1/2}=\exp(-\mathrm{tr}\,\varepsilon+\mathrm{tr}\,\varepsilon^2)$ to second order, $\mathrm{tr}AB$ in (10) becomes $2\,\mathrm{tr}AB$. Both replacements must be made together. For the total energy of a crystal at zero stress the last term of (19) vanishes. The nonlocal part alone carries stress even then, so all contributions to an elastic constant have to be computed with one measure.

## What the frozen derivatives are part of

Take $H=T+V_{\rm NL}$ in the fixed basis, with $T_{KK}=c/2$, so that $T^A=c^A/2$ and $T^{AB}=c^{AB}/2$. The basis is orthonormal at every strain, so $H(s,t)$ is an ordinary Hermitian matrix. Let $|0\rangle$ be a normalized nondegenerate eigenvector with eigenvalue $\lambda_0=\langle0|H|0\rangle$. Differentiating, $\partial_s\lambda_0=\langle0|\partial_sH|0\rangle+\lambda_0\,\partial_s\langle0|0\rangle$, and the last term vanishes by normalization. This is the Hellmann–Feynman theorem, $\lambda_0^A=\langle0|H^A|0\rangle$: at first order the frozen derivative is the whole derivative.

It holds at every $(s,t)$, so it may be differentiated along $B$:
$$\lambda_0^{AB}=\langle0|H^{AB}|0\rangle+2\,\mathrm{Re}\,\langle0|H^A|0^B\rangle .$$
The change of the vector follows from differentiating $(H-\lambda_0)|0\rangle=0$, which gives $(H-\lambda_0)|0^B\rangle=-(H^B-\lambda_0^B)|0\rangle$. Projecting on another eigenvector $|m\rangle$ gives $\langle m|0^B\rangle=H^B_{m0}/(\lambda_0-\lambda_m)$. The component $\langle0|0^B\rangle$ is imaginary by normalization, it multiplies the real number $H^A_{00}$, and it drops out of the real part. Therefore
$$\lambda_0^{AB}=\langle0|T^{AB}|0\rangle+\sum_lD_AD_BE_l+2\,\mathrm{Re}\sum_{m\ne0}\frac{H^A_{0m}H^B_{m0}}{\lambda_0-\lambda_m}.\tag{20}$$
For the lowest state and $A=B$ each term of the response sum is $2|H^A_{m0}|^2/(\lambda_0-\lambda_m)\le0$. Equation (17) is thus only one part of an elastic constant, and the operator (15) enters the other part as the source of the first-order wavefunction. In self-consistent density functional theory with fixed occupations the energy functional is stationary with respect to orthonormal orbitals, so (14) summed over states and divided by $\Omega_0$ is the nonlocal stress for the same reason. The second derivative then also contains local, Hartree, exchange-correlation and ion-ion terms and a self-consistent response, none of which is treated here.

## Worked example

The model has round parameters and describes no material. The cell is triclinic, $\mathbf a_1=(5,0,0.5)$, $\mathbf a_2=(1,5.5,0)$, $\mathbf a_3=(0.5,1,6)$ bohr, with $\Omega_0=164.125$ bohr³. Two identical atoms sit at $\tilde\tau=(0,0,0)$ and $(0.3,0.4,0.55)$. The projectors are $\beta_l\propto r^l(1-r^2/r_c^2)^3$ inside $r_c=2$ bohr and zero outside, normalized to $\int r^2\beta_l^2\,dr=1$, with $e_l=-1.0,-0.6,-0.4,0.3$ Ha for $l=0,\dots,3$. At $\tilde k=(0.1,0.2,0.3)$ a 6 Ha cutoff selects 114 plane waves. One electron occupies the lowest state of $T+V_{\rm NL}$, which lies 0.2019 Ha below the next, so (20) applies. Six decimals are kept where they let the arithmetic be followed; they describe this matrix problem, not a converged basis (raising the cutoff to 60 Ha moves $\sigma_{xx}$ from 48.43 to 48.22 GPa and the $xx,xx$ eigenvalue curvature from $-0.268$ to $-0.285$ Ha, and the signs of both stay the same), and sums of rounded entries can differ from printed totals by a few units in the last place.

**Radial factors and energy.** At $s=4$ bohr⁻², (5) gives $g_1=0.2167$, $g_1'=-0.03655$, $g_1''=0.005219$ in bohr$^{5/2}$, bohr$^{9/2}$, bohr$^{13/2}$. The signs alternate as $(-\tfrac12)^n$ because $\beta_1\ge0$ and $qr\le4$ stays below the first zero of $j_1$, near 4.5, and of the higher $j_l$. The energies are $E_l=-0.470191,\,-0.002390,\,-0.000147,\,0.000012$ Ha, with sum $-0.472716$ Ha. Adding the kinetic energy, $0.256522-0.472716=-0.216194$ Ha, against the eigenvalue $-0.216195$ Ha. The nonlocal energy is almost entirely $l=0$.

**First derivative along $xx$.** Here $\mathrm{tr}A=1$, so the volume part is $-E_l$. For $l=0$ the polynomial part vanishes since $p_0=1$, and volume plus radial gives $0.470191-0.202454=0.267737$ Ha (printed 0.267738). For $l=1$ the volume, polynomial and radial parts are $0.002390+0.000475-0.000398=0.002467$ Ha. With $-0.000012$ and $-0.000040$ Ha from $l=2,3$ the total is $0.270154$ Ha. The conversion factor is $29421.02/164.125=179.26$ GPa per Ha, so $\sigma_{xx}=0.270154\times179.26=48.43$ GPa. In the order $xx,yy,zz,yz,xz,xy$ the nonlocal stress is $48.43,\ 47.75,\ 48.99,\ -2.23,\ -1.34,\ 0.62$ GPa. The diagonal components are positive because the volume term of an attractive $s$ projector outweighs the radial term. The radial term has the sign expected from $e_0<0$, $g_0>0$, $g_0'<0$ and $a^A<0$ at small $q$: stretching shortens the wavevectors and raises their form factors.

**Second derivative along $xx,xx$.** With $A=B=E^{xx}$ one has $A^2=A$, $\mathrm{tr}A=\mathrm{tr}A^2=1$, $u^{AB}=-3u^A$ (for instance $a^A=-2K_x'^2$ and $a^{AB}=6K_x'^2$) and $v^{AB}=2$. Several blocks then follow by hand from first-order numbers. For $l=0$, $\pi^{AB}=2$, so the (00) block is $2E_0=-0.940382$ Ha (printed $-0.940383$). With $\pi^A=-1$ the (10) polynomial is $-a^A-a^A-3a^A=-5a^A$, so (10)+(01) is $-5$ times the first-order radial term, $-5\times(-0.202454)=1.012270$ Ha (printed 1.012268). The blocks (20)+(02) and (11) add $-0.175549$ and $-0.043586$ Ha, and $-0.940383+1.012268-0.175549-0.043586=-0.147250$ Ha. For $l=1$, $p^{AB}=b^{AB}=-3p^A$, so (12) gives $\pi^{AB}=-3p^A-2p^A+2p$, and the (00) block is $-5\times0.000475+2\times(-0.002390)=-0.007155$ Ha, as printed. The totals for $l=0,\dots,3$ are $-0.147250,\,-0.005363,\,-0.030314,\,0.000180$ Ha, with sum $-0.182746$ Ha, or $-0.182746\times179.26=-32.76$ GPa.

**The $d$ channel.** The $l=2$ energy is $-0.000147$ Ha, yet its $xx,xx$ second derivative, $-0.030314$ Ha, is about 200 times larger in magnitude. For $yz,yz$ the $l=2$ term, $-0.023523$ Ha, is the largest of the four, against $0.010935$ Ha for $l=0$. The mechanism can be derived. With $\mathcal P_m=\langle\chi_{lm}|\psi\rangle$, $E_l=e_l\sum_m|\mathcal P_m|^2$ for each atom, and $D_AD_AE_l=2e_l\sum_m\left(|\mathcal P_m^A|^2+\mathrm{Re}\,\mathcal P_m^*\mathcal P_m^{AA}\right)$. The first term survives when $\mathcal P_m=0$. A frozen state deforms with the cell as $\psi(\boldsymbol\rho)\to v^{1/2}\psi(F^{-1}\boldsymbol\rho)$ about the atom, because it is a fixed function of reduced coordinates. If it is a spherical function $\varphi(\rho)$ inside $r_c$, then $|F^{-1}\boldsymbol\rho|=\rho\,(1-s\,\hat{\boldsymbol\rho}^TA\hat{\boldsymbol\rho})$ to first order, and the first-order change is $-\tfrac12\mathrm{tr}A\,\varphi-\rho\varphi'(\rho)\,\hat{\boldsymbol\rho}^TA\hat{\boldsymbol\rho}$. Split $A=A^\circ+\tfrac13\mathrm{tr}A\;1$. The trace part is spherical, and $\hat{\boldsymbol\rho}^TA^\circ\hat{\boldsymbol\rho}$ is a traceless quadratic form, which is pure $l=2$. No $l=1$ or $l=3$ part is generated. So $\sum_m|\mathcal P^A_m|^2$ is proportional to $\int(\hat{\boldsymbol\rho}^TA^\circ\hat{\boldsymbol\rho})^2d\hat{\boldsymbol\rho}$. This integral is a rotation-invariant quadratic function of $A^\circ$, hence a combination of $\mathrm{tr}A^{\circ2}$ and $(\mathrm{tr}A^\circ)^2=0$. For $xx$, $A^\circ=\mathrm{diag}(\tfrac23,-\tfrac13,-\tfrac13)$ and $\mathrm{tr}A^{\circ2}=\tfrac23$. For $yz$, $\mathrm{tr}A^{\circ2}=2\times\tfrac14=\tfrac12$. In the purely spherical limit both derivatives have the sign of $e_2$, negative here, and their ratio is $4/3$. The model gives $0.030314/0.023523=1.289$, which is 3% below $4/3$. The spherical part of the state about each atom gives exactly $4/3$ by this argument, so the remainder must involve the non-spherical part, both through $\mathcal P_m^A$ and through the term $\mathcal P_m^*\mathcal P_m^{AA}$. A channel that is negligible in the energy can therefore dominate the frozen second derivative (17). This does not carry over to the full curvature (20). Setting $e_2=0$ removes frozen terms of $-0.0303$ and $-0.0235$ Ha but moves the eigenvalue curvature only from $-0.2675$ to $-0.2671$ Ha for $xx,xx$ and from $-0.0673$ to $-0.0662$ Ha for $yz,yz$, so in this model the other terms of (20) compensate nearly all of the $d$ term.

**Strain measure.** For $xx,xx$, $\tfrac12(AB+BA)=E^{xx}$ and (19) gives $\bar E^{AB}=-0.182746-0.270154=-0.452900$ Ha. For $yz,yz$, $A^2=\tfrac14(E^{yy}+E^{zz})$, the shift is $(0.266365+0.273306)/4=0.134918$ Ha, and $-0.016343-0.134918=-0.151261$ Ha. For $xx,xy$, $AB=\tfrac12\mathbf e_x\mathbf e_y^T$ and $BA=\tfrac12\mathbf e_y\mathbf e_x^T$, so $\tfrac12(AB+BA)=\tfrac12E^{xy}$, and $-0.006310-0.003466/2=-0.008043$ Ha. For the two diagonal components the shift is larger than the linear-strain value itself.

**Mixed derivatives.** Equation (18) summed over $l$ gives $0.006511$ Ha for strain $xx$ with $\tilde\tau_1$ of atom 2, and $-0.005849$ Ha for strain $yz$ with $\tilde\tau_3$ of atom 2.

**Eigenvalue curvature.** The kinetic terms can be checked against the kinetic energy. For $xx,xx$, $\langle T^{AB}\rangle=3\langle K_x^2\rangle=0.443112$ Ha gives $\langle K_x^2\rangle=0.147704$ bohr⁻². For $yz,yz$, $\langle T^{AB}\rangle=\tfrac34\langle K_y^2+K_z^2\rangle=0.274004$ Ha gives $0.365339$ bohr⁻². Half the sum, $0.513043/2=0.256522$ Ha, is the kinetic energy. For $xx,yy$ the kinetic term is zero because $AB=0$. The three terms of (20), in Ha, are:

| $A,B$ | kinetic | nonlocal | response | sum |
|---|---|---|---|---|
| $xx,xx$ | 0.443112 | −0.182746 | −0.527907 | −0.267542 |
| $yz,yz$ | 0.274004 | −0.016343 | −0.324940 | −0.067279 |
| $xx,yy$ | 0 | −0.151319 | 0.098149 | −0.053171 |
| $xx,xy$ | 0.006677 | −0.006310 | 0.018528 | 0.018895 |

Finite differences of the eigenvalue agree with the last column in all six decimals. For $xx,xx$ the frozen terms add to $+0.260366$ Ha while the true curvature is $-0.267542$ Ha, so omitting the response gives the wrong sign in this model. The response is negative on the diagonal, as derived, and has no fixed sign off it. The negative curvature says nothing about mechanical stability, because the model has no ion-ion, local or Hartree energy.

**Agreement with the definition.** The reference calculation builds the strained Cartesian wavevectors, explicit $Y_{lm}$ and the integrals $f_l$, and differentiates by extrapolated finite differences. The largest absolute deviations are $7.0\times10^{-12}$ Ha over all matrix elements of (15), $6.6\times10^{-13}$ Ha over the 6 first derivatives and $2.1\times10^{-10}$ Ha over the 21 second derivatives for each $l$, the largest of which are of order 0.1 Ha. The eigenvalue slope and curvature deviate by at most $7.5\times10^{-12}$ and $8.2\times10^{-9}$ Ha. A $\Gamma$-point basis with arbitrary coefficients, including $\mathbf K=0$, deviates by at most $1.8\times10^{-11}$ Ha in the components examined there, which are the first derivatives $xx$ and $yz$ and the second derivatives $xx,xx$ and $yz,xz$. The numerical check also asserts the radial and angular part of (1), for a projector at the origin, against three-dimensional quadrature, (5), (9) and (10) against finite differences, the rank $2l+1$, the dilation identity, invariance under a finite rotation, and (18) and (19) against finite differences for the components quoted above.

## Where the result needs modification

*Fixed basis.* All derivatives hold the set of plane waves fixed, so the effective cutoff surface deforms with the cell. Energies recomputed in strained cells at a fixed cutoff use different sets. As the basis approaches completeness, the differences of the recomputed eigenvalue approach the fixed-set derivatives: the slope $\langle0|H^A|0\rangle$, of which (14) is the nonlocal part, and the curvature (20) with its response term. Differences of the recomputed nonlocal energy alone do not in general approach (14) or (17), however large the basis, because the state relaxes with the strain and only the sum of all terms is stationary.

*Several projectors per channel.* With energies $e_{l,ij}$ the product $g(a)g(c)$ becomes $g_i(a)g_j(c)$. The polynomials in (13) and (16) do not involve the radial factors, so the matrices $C$ are unchanged and $T$ gains an index. The result stays real because $e_{l,ij}$ is real and symmetric, so the $(10)$ term with $ij$ is the complex conjugate of the $(01)$ term with $ji$. Different species likewise change only $g_l$ and $e_l$.

*Ultrasoft and projector augmented-wave methods.* The overlap operator has a separable part of the same form, so (14) to (17) give its strain derivatives. The derivation of (20) assumed a strain-independent overlap, and both it and the Hellmann–Feynman step acquire further terms.

*Spin-orbit coupling.* The sum over $m$ then yields the spin operator dotted into $\mathbf K'\times\mathbf K$. This refers to Cartesian spin axes and is not a contraction with $\Upsilon$, so (4) does not cover it, and a rotation of the cell drops out only if the spin is rotated too.

*Smoothness and range.* Equation (17) needs $g_l''$. By (5), $g_l''(0)$ is finite when the moment $\int r^{l+6}\beta_l\,dr$ exists, which finite range guarantees. For a long-tailed projector $g_l''$ can diverge at $q=0$. The second derivative can still be finite, because $g_l''$ enters (16) multiplied by $a^Aa^B\propto q^4$, but the $\mathbf K=0$ term of $T^{(2)}$ must then be taken as a limit. If $g_l$ is interpolated from a table, the interpolant must be twice differentiable for (17) to be the derivative of the energy actually computed.

*Degeneracy and occupations.* The frozen formulas hold for any coefficients. Equation (20) assumes a nondegenerate level. In a degenerate level the strain itself selects the states that continue smoothly, and coupling through other states can split the level at second order even when $H^A_{m0}=0$, so degenerate perturbation theory is needed. In a metal the occupations change with strain and add terms of their own.

## Numbers as computed

```
a1 (bohr): 5.00 0.00 0.50
a2 (bohr): 1.00 5.50 0.00
a3 (bohr): 0.50 1.00 6.00
tau_red atoms 1,2: 0.00 0.00 0.00 0.30 0.40 0.55 ; k_red: 0.10 0.20 0.30
rc 2.0 bohr; ecut 6.0 Ha; e_l (Ha): -1.00 -0.60 -0.40 0.30
Omega 164.1250 bohr^3; plane waves 114; 1 Ha/bohr^3 = 29421.02 GPa
Ups 11 22 33 23 13 12 (bohr^-2): 1.653269 1.334138 1.119797 -0.181732 -0.207930 -0.224601
g_1, g_1', g_1'' at s=4 bohr^-2 (bohr^2.5,4.5,6.5): 0.216718 -0.036553 0.005219
l=0 components of T0,T1,T2: 1 6 15 ; rank C: 1
l=1 components of T0,T1,T2: 3 10 21 ; rank C: 3
l=2 components of T0,T1,T2: 6 15 28 ; rank C: 5
l=3 components of T0,T1,T2: 10 21 36 ; rank C: 7
lowest eigenvalue -0.216195 Ha; gap 0.201859 Ha; kinetic 0.256522 Ha
E_l l=0..3, sum (Ha): -0.470191 -0.002390 -0.000147 0.000012 -0.472716
dE/deta_xx split (Ha): volume polynomial radial total
 l=0: 0.470191 0.000000 -0.202454 0.267738
 l=1: 0.002390 0.000475 -0.000398 0.002467
 l=2: 0.000147 -0.000205 0.000046 -0.000012
 l=3: -0.000012 -0.000030 0.000003 -0.000040
dE/deta (Ha): xx yy zz yz xz xy
 l=0: 0.267738 0.262175 0.268412 -0.015689 -0.008999 0.003128
 l=1: 0.002467 0.003329 0.004850 0.001101 0.000326 0.000679
 l=2: -0.000012 0.000894 0.000090 0.002135 0.001181 -0.000333
 l=3: -0.000040 -0.000032 -0.000047 0.000012 0.000009 -0.000008
 sum: 0.270154 0.266365 0.273306 -0.012440 -0.007483 0.003466
nonlocal stress (GPa): 48.428 47.749 48.993 -2.230 -1.341 0.621
d2E xx,xx blocks (Ha): 00, 10+01, 20+02, 11, total
 l=0: -0.940383 1.012268 -0.175549 -0.043586 -0.147250
 l=1: -0.007155 0.002458 -0.000604 -0.000062 -0.005363
 l=2: -0.053768 0.026834 0.000070 -0.003450 -0.030314
 l=3: 0.000256 -0.000084 -0.000003 0.000011 0.000180
d2E yz,yz l=0..3 (Ha): 0.010935 -0.003836 -0.023523 0.000081
frozen nonlocal d2E/Omega, Voigt (GPa):
 xx: -32.76 -27.13 -28.39 2.11 2.41 -1.13
 yy: -27.13 -29.65 -28.08 4.27 1.32 -1.12
 zz: -28.39 -28.08 -34.41 5.03 3.04 -0.83
 yz: 2.11 4.27 5.03 -2.93 -0.68 0.99
 xz: 2.41 1.32 3.04 -0.68 -3.07 1.54
 xy: -1.13 -1.12 -0.83 0.99 1.54 -2.11
eigenvalue curvature (Ha): kinetic nonlocal response sum finite-diff
 xx,xx: 0.443112 -0.182746 -0.527907 -0.267542 -0.267542
 yz,yz: 0.274004 -0.016343 -0.324940 -0.067279 -0.067279
 xx,yy: 0.000000 -0.151319 0.098149 -0.053171 -0.053171
 xx,xy: 0.006677 -0.006310 0.018528 0.018895 0.018895
nonlocal d2E xx,xx linear / Lagrangian strain (Ha): -0.182746 -0.452900
nonlocal d2E yz,yz linear / Lagrangian strain (Ha): -0.016343 -0.151261
nonlocal d2E xx,xy linear / Lagrangian strain (Ha): -0.006310 -0.008043
mixed d2E eta_xx, tau_red1 of atom 2 (Ha): 0.006511
mixed d2E eta_yz, tau_red3 of atom 2 (Ha): -0.005849
max error kernel 9.5e-17, first-order operator 7.0e-12 Ha
max error dE 6.6e-13, d2E 2.1e-10, Gamma case 1.8e-11 Ha
max error eigenvalue slope 7.5e-12, curvature 8.2e-09 Ha
```
